\section*{Stochastic cell rescaling: the noise that completes the Berendsen barostat}

A model cell with $V_0=2000$~\AA$^3$ and compressibility $0.5$~GPa$^{-1}$, held at $300$~K and $10^{-4}$~GPa, has mean volume $2000.936$~\AA$^3$ in the isothermal-isobaric ensemble. A noisy Berendsen barostat that draws a small strain $\Delta\varepsilon$ at each step and sets $V\to Ve^{\Delta\varepsilon}$ reproduces this mean. The same barostat with $V\to V(1+\Delta\varepsilon)$ gives $1998.864$~\AA$^3$. Both values refer to the limit of vanishing time step, and the two updates agree to first order in $\Delta\varepsilon$, yet they differ by $-2.072$~\AA$^3$, close to $-kT$ times the compressibility.

\section{One noisy variable}

Let $x$ advance by $\Delta x=A(x)\Delta t+\sqrt{2D(x)\Delta t}\,\xi$, with $\xi$ a standard normal number drawn afresh at each step and $A,D$ evaluated at the start of the step. This is the It\^o reading of $dx=A\,dt+\sqrt{2D}\,dW$, used throughout unless stated. Then $\langle\Delta x\rangle=A\Delta t$, $\langle\Delta x^2\rangle=2D\Delta t+O(\Delta t^2)$, and higher moments vanish faster than $\Delta t$. A Taylor expansion of a smooth $f$ gives
\begin{equation}
\Delta f=f'\Delta x+\tfrac12f''\Delta x^2+\dots,\qquad \langle\Delta f\rangle=(Af'+Df'')\Delta t .
\end{equation}
The random part of $\Delta f$ is $f'\sqrt{2D\Delta t}\,\xi$ at leading order, so $y=f(x)$ obeys the It\^o rule
\begin{equation}
A_y=Af'+Df'',\qquad D_y=f'^2D. \label{ito}
\end{equation}
Averaging $\langle\Delta f\rangle$ over the density $\rho_x$ gives $\int f\,\partial_t\rho_x\,dx=\int(Af'+Df'')\rho_x\,dx$. Integrating by parts, once in the first term and twice in the second, with $f$ arbitrary but zero near the ends, so that no boundary terms remain, yields the Fokker-Planck equation
\begin{equation}
\partial_t\rho_x=-\partial_xJ,\qquad J=A\rho_x-\partial_x(D\rho_x).\label{fp}
\end{equation}
A state with $J=0$ has $\partial_x\ln(D\rho_x)=A/D$. If the drift is changed to $A+\delta A$ at the same $D$, the zero-flux density therefore changes to
\begin{equation}
\rho_x\exp\int(\delta A/D)\,dx. \label{shift}
\end{equation}

\section{Ideal gas, positions scaled}

Take $N$ free particles in a cubic periodic cell $V=L^3$, at temperature $T$ and external pressure $P_0>0$; $k$ is Boltzmann's constant. The ensemble is defined with volume measure $dV$. Integrating over positions gives $V^N$, so $\rho(V)\propto V^Ne^{-P_0V/kT}$. From $\int_0^\infty V^ne^{-bV}dV=n!/b^{n+1}$ with $b=P_0/kT$, one has $\langle V\rangle=(N+1)/b$ and $\langle V^2\rangle=(N+1)(N+2)/b^2$, hence
\begin{equation}
\langle V\rangle=(N+1)\frac{kT}{P_0},\qquad \operatorname{var}V=(N+1)\Big(\frac{kT}{P_0}\Big)^2. \label{ideal}
\end{equation}
The Berendsen barostat moves the strain $\varepsilon=\ln(V/V_0)$ by $d\varepsilon=a(P_{\rm int}-P_0)\,dt$, where $a=\beta_T/\tau_p$, $\beta_T$ is a constant guess for the compressibility and $\tau_p$ a chosen time. With $P_{\rm int}=NkT/V$ the volume runs to $NkT/P_0$ and stays there: the variance is zero.

Keep this drift, $A=a(NkT/V-P_0)$, and ask for $D$. Since $dV=V\,d\varepsilon$, the density of $\varepsilon$ is $\rho_\varepsilon=V\rho$, and $\partial_\varepsilon=V\partial_V$. Then
\begin{equation}
\partial_\varepsilon\rho=\Big(N-\frac{P_0V}{kT}\Big)\rho=\frac{1}{kT}\Big(\frac{NkT}{V}-P_0\Big)V\rho ,
\end{equation}
that is $A\rho_\varepsilon=a\,kT\,\partial_\varepsilon\rho$. Zero flux requires $\partial_\varepsilon(DV\rho)=a\,kT\,\partial_\varepsilon\rho$, which is met by $D=a\,kT/V$.

The moments confirm this without using $\rho$. Rule \eqref{ito} with $f=V_0e^\varepsilon$, $f'=f''=V$, gives $A_V=VA+VD=a(N+1)kT-aP_0V$ and $D_V=V^2D=a\,kT\,V$. In a steady state $\langle A_V\rangle=0$, so $\langle V\rangle=(N+1)kT/P_0$. For $V^2$ the drift is $2VA_V+2D_V$, and its mean vanishes when $P_0\langle V^2\rangle=(N+2)kT\langle V\rangle$. Both agree with \eqref{ideal}. The extra unit in $N+1$ comes from the It\^o term $VD=a\,kT$.

\section{Interacting particles in phase space}

Let the nuclei be classical, with mass $m$, kinetic energy $K=\sum p^2/2m$ and Born-Oppenheimer energy $U(q;V)$ bounded below. The target is $e^{-(K+U+P_0V)/kT}\,dq\,dp\,dV$. A change of cell carries the particles along, so the natural variables are those the barostat leaves fixed. Choose
\begin{equation}
s=q/L,\qquad \pi=pL .
\end{equation}
A strain $\Delta\varepsilon$ at fixed $(s,\pi)$ means $q\to qe^{\Delta\varepsilon/3}$ and $p\to pe^{-\Delta\varepsilon/3}$. For each of the $3N$ components $dq\,dp=L\,ds\,L^{-1}d\pi=ds\,d\pi$, so no power of $V$ enters the measure and
\begin{equation}
\rho(s,\pi,V)\propto e^{-(K+U+P_0V)/kT},\qquad K=V^{-2/3}\sum\pi^2/2m .
\end{equation}
At fixed $\pi$, $\partial_VK=-2K/3V$. Therefore
\begin{equation}
\partial_V\ln\rho\big|_{s,\pi}=\frac{P_{\rm int}-P_0}{kT},\qquad P_{\rm int}=\frac{2K}{3V}-\Big(\frac{\partial U}{\partial V}\Big)_s, \label{grad}
\end{equation}
and $P_{\rm int}$ is the instantaneous pressure, kinetic part plus virial part.

The full dynamics is the sum of three generators. Hamiltonian flow at fixed $V$ conserves phase-space volume and $K+U$, so it leaves $\rho$ unchanged. The thermostat is assumed to leave the canonical distribution at fixed $V$ unchanged. Stationarity of $\rho$ under the sum then requires the barostat term to vanish by itself. Assume that this term moves $\varepsilon$ alone at fixed $(s,\pi)$, with the Berendsen drift $A=a(P_{\rm int}-P_0)$ and a diffusion $D$ that may depend on $s$, $\pi$ and $V$. By \eqref{fp}, at each $(s,\pi)$,
\begin{equation}
\partial_\varepsilon(A\rho_\varepsilon)=\partial_\varepsilon^2(D\rho_\varepsilon),\qquad \rho_\varepsilon=V\rho .
\end{equation}
Equation \eqref{grad} turns the left side into a second derivative:
\begin{equation}
A\rho_\varepsilon=a(P_{\rm int}-P_0)V\rho=a\,kT\,V\partial_V\rho=a\,kT\,\partial_\varepsilon\rho .
\end{equation}
So $\partial_\varepsilon^2(D\rho_\varepsilon-a\,kT\rho)=0$, and two integrations give $D\rho_\varepsilon=a\,kT\rho+c_1\varepsilon+c_0$, with $c_0,c_1$ functions of $(s,\pi)$. As $V\to\infty$, $\rho\to0$ because $U$ is bounded below and $P_0>0$. Requiring $D\rho_\varepsilon\to0$ there, which excludes a $D$ that grows about as fast as $e^{P_0V/kT}$, forces $c_1=c_0=0$. The flux $J=-c_1$ vanishes and $D=a\,kT/V$:
\begin{equation}
d\varepsilon=-\frac{\beta_T}{\tau_p}(P_0-P_{\rm int})\,dt+\sqrt{\frac{2kT\beta_T}{V\tau_p}}\;dW. \label{scr}
\end{equation}
This is stochastic cell rescaling. Within the stated class the noise is unique, and it does not depend on the particles. The drift needs no correction in this variable: zero flux reads $A=D\,\partial_\varepsilon\ln\rho+D+\partial_\varepsilon D$, where $D$ comes from the factor $V$ in $\rho_\varepsilon$, and $D\propto e^{-\varepsilon}$ makes $D+\partial_\varepsilon D=0$. As $T\to0$ the noise vanishes and the deterministic Berendsen equation remains. For $P_0\le0$ the density $\rho$ need not decay, and the argument fails with the ensemble.

\section{Other variables, other readings}

Rule \eqref{ito} carries \eqref{scr} to any function of $\varepsilon$. For $V$, as before, $A_V=VA+VD$ and $D_V=V^2D$:
\begin{equation}
dV=-aV\Big(P_0-P_{\rm int}-\frac{kT}{V}\Big)dt+\sqrt{2a\,kT\,V}\,dW. \label{vform}
\end{equation}
For $\lambda=\sqrt V$ one has $f'=\lambda/2$ and $f''=\lambda/4$, so $A_\lambda=\lambda A/2+\lambda D/4$ with $D=a\,kT/\lambda^2$, and $D_\lambda=\lambda^2D/4=a\,kT/4$:
\begin{equation}
d\lambda=-\frac{a\lambda}{2}\Big(P_0-P_{\rm int}-\frac{kT}{2\lambda^2}\Big)dt+\sqrt{\frac{a\,kT}{2}}\,dW .
\end{equation}
In $\varepsilon$ the Berendsen drift thus needs only added noise, provided the kinetic part of $P_{\rm int}$ matches the treatment of the momenta (next section); in $V$ and $\lambda$ a drift proportional to $kT$ comes with the noise.

The update $V\to V(1+\Delta\varepsilon)$ has $\Delta V=VA\Delta t+V\sqrt{2D\Delta t}\,\xi$, which is \eqref{vform} without the term $a\,kT$. So $\delta A_V=-a\,kT$, $\delta A_V/D_V=-1/V$, and \eqref{shift} gives the stationary density $\rho\,e^{-\ln V}=\rho/V$. The argument holds at each $(s,\pi)$, and the factor $1/V$ does not disturb the fixed-$V$ dynamics. The missing piece is $V\Delta\varepsilon^2/2$, whose mean $VD\Delta t$ is first order in $\Delta t$ and so accumulates to a finite drift. For the ideal gas $\rho/V$ replaces $N$ by $N-1$ in \eqref{ideal}.

The Stratonovich reading evaluates the amplitude $b=\sqrt{2D}$ at the midpoint of the step: $b(\varepsilon+\Delta\varepsilon/2)\Delta W\simeq b\Delta W+\tfrac12b'b\,\Delta W^2$. The last term has mean $\tfrac12bb'\Delta t=\tfrac12D'\Delta t=-\tfrac12D\Delta t$. Then $\delta A/D=-\tfrac12$ and \eqref{shift} gives $\rho\,e^{-\varepsilon/2}\propto\rho V^{-1/2}$. In the $\lambda$ form $b'=0$ and the two readings coincide.

\section{The kinetic pressure must match the scaling}

If the momenta are left alone, the fixed variables are $(s,p)$, with $dq=V^Nds$ and $K$ independent of $V$. Then $\rho\propto V^Ne^{-(K+U+P_0V)/kT}$ and $kT\,\partial_V\ln\rho=NkT/V-(\partial U/\partial V)_s-P_0$. The derivation of \eqref{scr} used nothing but the form $\partial_V\ln\rho=(P-P_0)/kT$ and the decay of $\rho$, so \eqref{scr} holds again with $2K/3V$ replaced by $NkT/V$. For $U=0$ this is the ideal-gas case above.

If the total momentum is held at zero, the target that keeps the configurational weight $V^Ne^{-(U+P_0V)/kT}$ carries $\delta^3(\sum p)=\delta^3(\sum\pi/L)=V\delta^3(\sum\pi)$. On the constraint surface the target is $V\rho$, while momentum scaling with \eqref{grad} makes $\rho$ stationary, which is the target divided by $V$. Since $kT\,\partial_V\ln(V\rho)=P_{\rm int}+kT/V-P_0$, adding $kT/V$ to $P_{\rm int}$ restores the target.

The mixed choice, instantaneous $K$ with unscaled momenta, can be solved for the ideal gas. Set $\gamma=aP_0$. From \eqref{vform},
\begin{equation}
dV=\big[a(\tfrac23K+kT)-\gamma V\big]dt+\sqrt{2a\,kT\,V}\,dW ,
\end{equation}
where $K(t)$ is driven by the thermostat alone. Each of the $3N$ terms $p^2/2m$ has mean $kT/2$ and variance $(kT)^2/2$, so $\langle K\rangle=\tfrac32NkT$ and $\operatorname{var}K=\tfrac32N(kT)^2$. A Langevin thermostat of friction $\zeta$ gives Gaussian momenta correlated as $e^{-\zeta t}$; the covariance of the squares of two jointly Gaussian variables is twice their squared covariance, so $K$ decorrelates as $e^{-t/\tau_T}$ with $\tau_T=1/2\zeta$. The mean is $\langle V\rangle=a(N+1)kT/\gamma$, as in \eqref{ideal}. The equation is linear in $V$ apart from the noise amplitude, so
\begin{equation}
\delta V(t)=\int_0^\infty e^{-\gamma u}\Big[\tfrac23a\,\delta K(t-u)\,du+\sqrt{2a\,kT\,V}\,dW(t-u)\Big].
\end{equation}
For a given history of $K$ the It\^o integral has zero mean, so the cross term drops. The noise contributes $2a\,kT\langle V\rangle/2\gamma=(N+1)(kT/P_0)^2$. The kinetic term needs
\begin{equation}
2\int_0^\infty\!du\,e^{-\gamma u}\!\int_u^\infty\!du'\,e^{-\gamma u'-(u'-u)/\tau_T}=2\int_0^\infty\!\frac{e^{-2\gamma u}\,du}{\gamma+1/\tau_T}=\frac{1}{\gamma(\gamma+1/\tau_T)} .
\end{equation}
Multiplying by $\tfrac49a^2\cdot\tfrac32N(kT)^2$ and using $a^2=\gamma^2/P_0^2$ gives an excess variance
\begin{equation}
X=\frac{2N}{3}\Big(\frac{kT}{P_0}\Big)^2\frac{\gamma}{\gamma+1/\tau_T}.
\end{equation}
It vanishes for a fast thermostat, $\gamma\tau_T\to0$, where $2K/3V$ averages to $NkT/V$, and tends to $\tfrac23N(kT/P_0)^2$ for a slow one. It grows with $N$ like the true variance, so it is not a finite-size effect. Plain Berendsen coupling, meaning here instantaneous $K$ with unscaled momenta, has neither the noise nor the It\^o term, so $\langle V\rangle=NkT/P_0$ and $\operatorname{var}V=X$, below two thirds of the value in \eqref{ideal} and dependent on $\tau_p$.

For $N=4$ and $\gamma\tau_T=1$, $X=\tfrac83\cdot\tfrac12=1.333$ in units of $(kT/P_0)^2$. Euler steps in $\varepsilon$ over independent replicas give variances $4.996\pm0.037$ with momentum scaling (formula $5$), $6.350\pm0.048$ for the mixed choice ($6.333$) and $1.336\pm0.013$ for Berendsen coupling ($1.333$). The means are $5.007\pm0.013$, $5.015\pm0.013$ and $3.998\pm0.008$ in units of $kT/P_0$. Uncertainties here and below are standard errors over replicas.

\section{Two interacting particles}

A cell with $N=2$ makes a factor $1/V$ visible. Use units $kT=m=\sigma=1$ and a Gaussian pair repulsion $g\,e^{-r^2/\sigma^2}$ with $g=3$, at $P_0=0.4$. With $s$ the scaled separation, the sum over periodic images factorizes:
\begin{equation}
U=g\big[\theta(s_x)\theta(s_y)\theta(s_z)+\theta(0)^3-1\big],\qquad \theta(s)=\sum_{n=-2}^{2}e^{-(s+n)^2L^2},
\end{equation}
where $\theta(0)^3-1$ is the repulsion of the two particles by their own images, at half weight each.

Zero flux with decay at large $V$ fixes $D(V)=-(V\rho)^{-1}\int_V^\infty A\rho\,dV'$. For the frozen state $s=(0.31,0.12,-0.4)$, $K=12V^{-2/3}$, $a=1$, adaptive quadrature with the analytic virial in $A$ gives $0.250000$, $0.111111$ and $0.050000$ at $V=4,9,20$, which is $1/V$.

Grid quadrature of $V^2e^{-P_0V}\int d^3s\,e^{-U}$ gives $\langle V\rangle=12.620$ and variance $21.10$; with the extra $1/V$ it gives $11.107$ and $16.81$. Langevin dynamics with friction $1$, step $0.02$, one Euler step of $\varepsilon$ per time step, $700$ replicas and $2000$ sampled steps gives, with $a=1$ unless stated:
\begin{center}
\begin{tabular}{lcc}
scheme & $\langle V\rangle$ & $\operatorname{var}V$\\
momenta scaled & $12.63\pm0.05$ & $21.1\pm0.4$\\
momenta scaled, $a=2$ & $12.64\pm0.04$ & $21.4\pm0.3$\\
positions only, $NkT/V$ & $12.67\pm0.05$ & $21.9\pm0.4$\\
$V(1+\Delta\varepsilon)$ & $11.14\pm0.04$ & $17.1\pm0.3$\\
zero total momentum, uncorrected & $11.12\pm0.04$ & $16.9\pm0.3$\\
Berendsen, no noise & $10.48\pm0.01$ & $0.71\pm0.01$
\end{tabular}
\end{center}
The first three rows follow $\rho$ and the next two follow $\rho/V$. The positions-only variance lies two standard errors above $21.10$; a finite step biases the sampling, and these data do not separate that bias from statistical scatter. Berendsen coupling, run with instantaneous $K$ and unscaled momenta, retains about $3\%$ of the quadrature variance at these values of $a$ and friction.

\section{Averages, relaxation and the computed stress}

The target $\rho$ contains neither $\beta_T$ nor $\tau_p$, so in continuous time a wrong $\beta_T$ changes the speed of sampling and leaves the distribution intact. At fixed $\pi\ne0$, $K\to\infty$ as $V\to0$, so $\rho$ vanishes at both ends. Integrating $\partial_V\rho$ and $\partial_V(V\rho)=\rho+V\partial_V\rho$ over $V$ with \eqref{grad} gives
\begin{equation}
\langle P_{\rm int}\rangle=P_0,\qquad \langle VP_{\rm int}\rangle=P_0\langle V\rangle-kT. \label{virial}
\end{equation}
Differentiating $\langle V\rangle=\int V\rho/\int\rho$ with $\partial\rho/\partial P_0=-V\rho/kT$ gives $\partial\langle V\rangle/\partial P_0=-\operatorname{var}V/kT$, or
\begin{equation}
\operatorname{var}V=kT\langle V\rangle\kappa,\qquad \kappa=-\partial\ln\langle V\rangle/\partial P_0. \label{fluct}
\end{equation}
Under $\rho/V$ the mean is $\int\rho/\int(\rho/V)=1/\langle V^{-1}\rangle$. Expanding $1/V$ about $\bar V=\langle V\rangle$ gives $\langle V^{-1}\rangle\simeq\bar V^{-1}(1+\operatorname{var}V/\bar V^2)$, so for narrow distributions the mean shifts by
\begin{equation}
-\operatorname{var}V/\bar V=-kT\kappa . \label{naive}
\end{equation}
The shift is intensive, while $\sigma_V=\sqrt{\operatorname{var}V}$ grows as $\sqrt{\bar V}$.

Define the free energy by $e^{-F(V)/kT}=\int ds\,d\pi\,e^{-(K+U)/kT}$. Differentiating with respect to $V$ gives $-F'=\langle P_{\rm int}\rangle_V\equiv P(V)$, and the volume marginal is $e^{-(F+P_0V)/kT}$. When particles and thermostat equilibrate much faster than the cell moves, $P_{\rm int}$ in \eqref{scr} is replaced by $P(V)$. Linearizing about $P(V^*)=P_0$ with $B=-dP/d\varepsilon$ gives the drift $-aB\,\delta\varepsilon$ and a relaxation time
\begin{equation}
\tau_{\rm rel}=\frac{1}{aB}=\frac{\tau_p}{\beta_TB}. \label{relax}
\end{equation}
Outside that regime the stiffness differs. For an ideal gas with scaled momenta and a frozen thermostat, $P_{\rm int}=2K/3V\propto V^{-5/3}$, so the linearized restoring rate is $\tfrac53aP_0$ in place of $aP_0$. A thermostat of finite speed adds a slower mode. With $x=\delta\varepsilon$ and $y=\delta K/K$, linearization gives $\dot x=\gamma(y-x)$ and $\dot y=-\tfrac23\dot x-y/\tau_T$, so the rates $r$ obey $r^2-(\tfrac53\gamma+1/\tau_T)\,r+\gamma/\tau_T=0$. At $\gamma\tau_T=1$ they are $0.451\gamma$ and $2.215\gamma$, and for a slow thermostat they tend to $3/(5\tau_T)$ and $\tfrac53\gamma$. The smaller rate always lies below $\gamma$, so the full approach to equilibrium is then slower than \eqref{relax}.

In first-principles dynamics \eqref{grad} demands that the virial part be the full derivative, at fixed $s$, of the same energy that yields the forces, including terms from a basis that changes with the cell. Suppose the stress carries an error $\delta P(V)$. Then $\delta A=a\,\delta P$, $\delta A/D=V\delta P/kT$, and \eqref{shift} with $V\,d\varepsilon=dV$ gives the density $\rho\exp(\int\delta P\,dV/kT)$. A constant error acts as $P_0\to P_0-\delta P$ and moves the mean volume by $\kappa\langle V\rangle\,\delta P$ at first order. A consistent derivative samples the ensemble of the computed $U$, basis-set error included. Changes of cell shape and quantum nuclei lie outside this derivation.

\section{The model cell}

Take the fast-particle limit with $F=B[V\ln(V/V_0)-V+V_0]$, so that $P(V)=-F'=-B\ln(V/V_0)=-B\varepsilon$. The parameters are round model values: $V_0=2000$~\AA$^3$, $1/B=0.5$~GPa$^{-1}$, $T=300$~K, $P_0=10^{-4}$~GPa, $\beta_T=0.4$~GPa$^{-1}$, $\tau_p=1$~ps, $\Delta t=0.5$~fs. Then $kT=4.14195$~GPa\,\AA$^3$ and $a=0.4$~GPa$^{-1}$ps$^{-1}$. The model omits the fluctuation of $P_{\rm int}$ about $P(V)$.

Grid quadrature of $e^{-(F+P_0V)/kT}$ gives $\langle V\rangle=2000.936$~\AA$^3$ and $\sigma_V=64.356$~\AA$^3$, a relative width $0.03216$. A finite-volume discretization of \eqref{fp}, built from $A$ and $D$ alone, has a zero-flux solution with the same two values. The Gaussian estimate uses $F''=B/V$: $\sigma_V^2\simeq kT\,V_0/B=4.14195\times2000\times0.5$~\AA$^6$, so $\sigma_V\simeq64.358$~\AA$^3$. The density is negligible at small $V$, so \eqref{virial} applies; quadrature gives $\langle P\rangle=1.000\times10^{-4}$~GPa and $\langle VP\rangle-P_0\langle V\rangle=-4.14195$~GPa\,\AA$^3$.

The mean lies above $V_0$ although $P_0$ compresses. From $\langle P\rangle=P_0$ follows $\langle\varepsilon\rangle=-P_0/B$. With $\operatorname{var}\varepsilon\simeq kT/BV_0$,
\begin{equation}
\langle V\rangle\simeq V_0\big(1+\langle\varepsilon\rangle+\tfrac12\operatorname{var}\varepsilon\big)=V_0-\frac{V_0P_0}{B}+\frac{kT}{2B}=2000-0.100+\frac{2.071}{2}=2000.936\ \text{\AA}^3 .
\end{equation}
The thermal term $kT/2B$ does not depend on $P_0$ at this order, so $\kappa\simeq(V_0/B)/\langle V\rangle=0.5\times2000/2000.936=0.4998$~GPa$^{-1}$; a finite difference of the quadrature mean in $P_0$ gives $0.4997$~GPa$^{-1}$.

The drift $-aB\varepsilon-aP_0$ is linear, so $\langle\varepsilon\rangle$ relaxes at the rate $aB$ without linearization, and \eqref{relax} gives $\tau_{\rm rel}=1\times0.5/0.4=1.25$~ps. The smallest nonzero eigenvalue of the discretized operator corresponds to $1.2500$~ps, so this mode is the slowest one.

Consider one step at $V_0$ with an instantaneous $P_{\rm int}=0.1$~GPa. The drift is $0.4\times(0.1-0.0001)\times5\times10^{-4}=1.998\times10^{-5}$. The diffusion is $D=0.4\times4.14195/2000=8.284\times10^{-4}$~ps$^{-1}$, and the noise amplitude is $\sqrt{2\times8.284\times10^{-4}\times5\times10^{-4}}=9.102\times10^{-4}$, which is $45.6$ times the drift and equals $1.82$~\AA$^3$ in volume. For $\xi=+1$ positions and the cell edge $L_0=12.5992$~\AA\ are multiplied by $e^{\Delta\varepsilon/3}=1.000310$, and momenta are divided by it.

The term lost by $V(1+\Delta\varepsilon)$ is $a\,kT\Delta t=0.4\times4.14195\times5\times10^{-4}=8.284\times10^{-4}$~\AA$^3$ per step, equivalent to an added external pressure $kT/V_0=0.002071$~GPa ($20.71$~bar), about twenty times $P_0$. It has one sign and is opposed by the restoring drift, so the offset is the lost rate times the relaxation time, $-a\,kT\,\tau_{\rm rel}=-kT/B=-4.14195\times0.5=-2.071$~\AA$^3$, with $a$ and $\Delta t$ cancelled. This is \eqref{naive} to leading order in the relative variance $0.03216^2\approx10^{-3}$. The discretized operator with the term removed gives $1998.864-2000.936=-2.072$~\AA$^3$, which differs from $-kT/B$ by a relative amount within that order. The offset is $0.1\%$ of the volume and $3\%$ of $\sigma_V$ in this cell, against $12\%$ of the mean volume for the two particles, where the mean fell from $12.620$ to $11.107$.
